# The Huzinaga-Cantu valence equation: reversed core levels and exact valence orbitals: test program

```python
"""
Result under test: for a core projector P = sum_c |c><c| and Q = 1 - P,
    H = F - P F - F P = Q F Q - P F P .
Valence solutions of H are orthogonal to the core and solve the constrained
variational problem; core levels appear with reversed sign. If the core
orbitals are eigenfunctions of F, the valence solutions are those of F itself.
F: closed-shell Fock operator; v: valence orbital (3s); c: core orbital.
System: Mg atom, restricted Hartree-Fock, uncontracted s and p primitives of
def2-TZVP. All matrices are in a symmetrically orthonormalized basis.
Internal energies are in hartree, printed energies in eV.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, null_space
from scipy.optimize import minimize
from pyscf import gto, scf

EV = constants.value("Hartree energy in eV")
ANGSTROM = constants.value("Bohr radius") * 1e10

# ---------- basis, integrals, Hartree-Fock for Mg and Mg2+ ----------
raw_basis = gto.basis.load("def2-tzvp", "Mg")
primitives = sorted({(shell[0], prim[0]) for shell in raw_basis
                     if shell[0] < 2 for prim in shell[1:]},
                    key=lambda item: (item[0], -item[1]))
basis = [[l, [exponent, 1.0]] for l, exponent in primitives]


def run_hartree_fock(charge):
    mol = gto.M(atom="Mg 0 0 0", basis={"Mg": basis}, charge=charge, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged
    return mol, mf


mol, atom = run_hartree_fock(0)
_, ion = run_hartree_fock(2)
overlap = mol.intor("int1e_ovlp")
s_val, s_vec = eigh(overlap)
S_half = (s_vec * np.sqrt(s_val)) @ s_vec.T
S_inv_half = (s_vec / np.sqrt(s_val)) @ s_vec.T
n = len(overlap)

eri = mol.intor("int2e").reshape(n, n, n, n)
for _ in range(4):          # each pass transforms one index and rotates the axes
    eri = np.tensordot(eri, S_inv_half, axes=(0, 0))
coulomb = eri.reshape(n * n, n * n)
exchange = eri.transpose(0, 2, 1, 3).reshape(n * n, n * n).copy()
h_one = S_inv_half @ scf.hf.get_hcore(mol) @ S_inv_half
r_squared = S_inv_half @ mol.intor("int1e_r2") @ S_inv_half


def repulsion(density):
    """2J - K for doubly occupied orbitals with projector 'density'."""
    d = density.ravel()
    return (2 * coulomb @ d - exchange @ d).reshape(n, n)


def hc_operator(F, P):
    return F - P @ F - F @ P


def core_weight(vector, core):
    return float(np.sum((core.T @ vector) ** 2))


def rms_radius(vector):
    return np.sqrt(vector @ r_squared @ vector) * ANGSTROM


# ---------- case 1: core orbitals are eigenfunctions of F ----------
n_core = 5
orbitals = S_half @ atom.mo_coeff
eps = atom.mo_energy
core = orbitals[:, :n_core]
P = core @ core.T
F = h_one + repulsion(orbitals[:, :6] @ orbitals[:, :6].T)
H = hc_operator(F, P)
H_eps, H_vec = eigh(H)

assert np.max(np.abs(F @ core - core * eps[:n_core])) < 1e-5
expected = np.sort(np.concatenate([-eps[:n_core], eps[n_core:]]))
assert np.allclose(H_eps, expected, rtol=1e-9, atol=1e-5)
assert np.max(np.abs(H @ core + core * eps[:n_core])) < 1e-5
assert abs(H_eps[0] - eps[5]) < 1e-6
assert abs(abs(H_vec[:, 0] @ orbitals[:, 5]) - 1) < 1e-9
assert core_weight(H_vec[:, 0], core) < 1e-16
level_shift_form = F - 2 * (core * eps[:n_core]) @ core.T
assert np.max(np.abs(level_shift_form - H)) < 1e-5
virtuals_below_2p = int(np.sum(eps[6:] < -eps[4]))

# dependence on the zero of energy: crossing of 3s with the reversed 2p level
crossing = -(eps[4] + eps[5]) / 2
weights = []
for factor in (0.99, 1.01):
    shifted = hc_operator(F + factor * crossing * np.eye(n), P)
    weights.append(core_weight(eigh(shifted)[1][:, 0], core))
assert weights[0] < 1e-12 and abs(weights[1] - 1) < 1e-12
H_cross = hc_operator(F + crossing * np.eye(n), P)
mixture = (orbitals[:, 5] + orbitals[:, 4]) / np.sqrt(2)
assert np.max(np.abs(H_cross @ mixture - (eps[5] + crossing) * mixture)) < 1e-5

# ---------- case 2: core frozen from Mg2+, not invariant under F ----------
ion_core = (S_half @ ion.mo_coeff)[:, :n_core]
P_ion = ion_core @ ion_core.T
Q_ion = np.eye(n) - P_ion
F_core = h_one + repulsion(P_ion)


def valence_scf(projector):
    """Two electrons in the lowest orbital of F - PF - FP, self-consistently."""
    density = np.zeros((n, n))
    for _ in range(500):
        fock = F_core + repulsion(density)
        levels, vectors = eigh(hc_operator(fock, projector))
        v = vectors[:, 0]
        change = np.max(np.abs(np.outer(v, v) - density))
        if change < 1e-10:
            break
        density = 0.5 * density + 0.5 * np.outer(v, v)
    assert change < 1e-10
    pair = np.outer(v, v).ravel()
    energy = 2 * v @ F_core @ v + pair @ coulomb @ pair
    return levels[0], v, energy, F_core + repulsion(np.outer(v, v))


eps_v, v, E_val, F_frozen = valence_scf(P_ion)
H_frozen = hc_operator(F_frozen, P_ion)
assert core_weight(v, ion_core) < 1e-16

# spectrum of H against separately diagonalized core and valence blocks
complement = null_space(ion_core.T)
valence_levels = eigh(complement.T @ F_frozen @ complement, eigvals_only=True)
core_levels = eigh(ion_core.T @ F_frozen @ ion_core, eigvals_only=True)
assert np.allclose(eigh(H_frozen, eigvals_only=True),
                   np.sort(np.concatenate([valence_levels, -core_levels])),
                   rtol=1e-9, atol=1e-7)

# the one-sided operator has the same valence solution but is not Hermitian
one_sided = Q_ion @ F_frozen
asymmetry = np.linalg.norm(one_sided - one_sided.T)
assert np.max(np.abs(one_sided @ v - eps_v * v)) < 1e-6
assert asymmetry > 1e-4
coupling = ion_core.T @ F_frozen @ v
residual = np.linalg.norm(F_frozen @ v - eps_v * v)
assert residual > 1e-5
assert abs(residual - np.linalg.norm(coupling)) < 1e-6

# direct minimization over s orbitals orthogonal to the core, energies only
ao_start = mol.ao_loc_nr()
s_shells = [i for i in range(mol.nbas) if mol.bas_angular(i) == 0]
s_index = np.array([ao_start[i] for i in s_shells])
s_space = null_space(ion_core[s_index, :2].T)
f_levels, f_vectors = eigh(s_space.T @ F_core[np.ix_(s_index, s_index)] @ s_space)
s_space = s_space @ f_vectors
eri_s = eri[np.ix_(s_index, s_index, s_index, s_index)]
for _ in range(4):
    eri_s = np.tensordot(eri_s, s_space, axes=(0, 0))
m = s_space.shape[1]
eri_s = eri_s.reshape(m * m, m * m)
scaling = 1 / np.sqrt(1 + f_levels - f_levels[0])


def trial_orbital(y):
    x = scaling * y
    return x / np.linalg.norm(x)


def trial_energy(y):
    x = trial_orbital(y)
    pair = np.outer(x, x).ravel()
    return 2 * np.sum(f_levels * x * x) + pair @ eri_s @ pair


start = np.full(m, 0.3)
start[0] = 1.0
search = minimize(trial_energy, start, method="BFGS", jac="3-point",
                  options={"gtol": 1e-7, "maxiter": 500})
v_direct = np.zeros(n)
v_direct[s_index] = s_space @ trial_orbital(search.x)
assert abs(search.fun - E_val) < 1e-7
assert abs(abs(v_direct @ v) - 1) < 1e-6

E_val_relaxed = atom.e_tot - ion.e_tot
frozen_error = E_val - E_val_relaxed
assert frozen_error > 0

# without the projector the two valence electrons fall into the core
eps_fall, v_fall, E_fall, _ = valence_scf(np.zeros((n, n)))
assert E_fall < E_val - 1
assert core_weight(v_fall, ion_core) > 0.9

# level-shift form with the orbital energies of the ion
eps_ion = ion.mo_energy[:n_core]
H_shift = F_frozen - 2 * (ion_core * eps_ion) @ ion_core.T
shift_levels, shift_vectors = eigh(H_shift)
shift_weight = core_weight(shift_vectors[:, 0], ion_core)
shifted_core = np.diag(ion_core.T @ H_shift @ ion_core)
weight_estimate = np.sum((coupling / (eps_v - shifted_core)) ** 2)
assert shift_weight > 1e-10
assert abs(shift_weight / weight_estimate - 1) < 0.05

# valence basis restricted to the most diffuse s primitives
n_kept = 6
exponents = np.array([mol.bas_exp(i)[0] for i in s_shells])
kept = s_index[np.argsort(exponents)[:n_kept]]
small_basis = np.linalg.qr(S_half[:, kept])[0]
small_levels, small_vectors = eigh(small_basis.T @ H_frozen @ small_basis)
small_v = small_basis @ small_vectors[:, 0]
small_weight = core_weight(small_v, ion_core)
assert small_levels[0] > eps_v - 1e-9
assert small_weight > 1e-10

# ---------- printed numbers ----------
print("Mg atom, RHF, uncontracted s,p primitives of def2-TZVP")
print(f"basis functions: {n}, of which s: {len(s_index)}")
print("CASE 1: core taken from the atom itself")
for name, k in (("1s", 0), ("2s", 1), ("2p", 4)):
    in_H = core[:, k] @ H @ core[:, k]
    print(f"{name} level in F: {eps[k]*EV:.3f} eV, in H: {in_H*EV:.3f} eV")
print(f"3s level in F: {eps[5]*EV:.4f} eV")
print(f"lowest level of H: {H_eps[0]*EV:.4f} eV")
print(f"core weight of lowest solution of H: {core_weight(H_vec[:,0],core):.1e}")
print(f"virtual levels below reversed 2p level: {virtuals_below_2p}")
print(f"upward shift of F where 3s and 2p cross in H: {crossing*EV:.3f} eV")
print(f"core weight of lowest solution at 0.99 of it: {weights[0]:.3f}")
print(f"core weight of lowest solution at 1.01 of it: {weights[1]:.3f}")
print(f"rms radius of 2p: {rms_radius(core[:,4]):.3f} angstrom")
print(f"rms radius of 3s: {rms_radius(orbitals[:,5]):.3f} angstrom")
print("CASE 2: core frozen from Mg2+")
print(f"3s level from H: {eps_v*EV:.4f} eV")
print(f"core weight of 3s: {core_weight(v, ion_core):.1e}")
print(f"rms radius of 3s: {rms_radius(v):.3f} angstrom")
print(f"norm of (F - eps)v, equal to norm of PFv: {residual*EV:.5f} eV")
print(f"Frobenius norm of QF minus its transpose: {asymmetry*EV:.4f} eV")
print(f"valence energy from H: {E_val*EV:.5f} eV")
print(f"valence energy by direct minimization: {search.fun*EV:.5f} eV")
print(f"E(Mg) - E(Mg2+), relaxed core: {E_val_relaxed*EV:.5f} eV")
print(f"frozen-core error: {frozen_error*EV:.5f} eV")
print(f"valence energy without projector: {E_fall*EV:.2f} eV")
print(f"core weight without projector: {core_weight(v_fall, ion_core):.4f}")
print(f"level-shift form, core weight of 3s: {shift_weight:.3e}")
print(f"first-order estimate of that weight: {weight_estimate:.3e}")
print(f"level-shift form, 3s level minus that of H: "
      f"{(shift_levels[0]-eps_v)*EV:.2e} eV")
print(f"truncated basis: {n_kept} most diffuse s primitives")
print(f"truncated basis, lowest level of H: {small_levels[0]*EV:.4f} eV")
print(f"truncated basis, core weight: {small_weight:.3e}")
print("every check passed")
```

Printed output:

```
Mg atom, RHF, uncontracted s,p primitives of def2-TZVP
basis functions: 38, of which s: 14
CASE 1: core taken from the atom itself
1s level in F: -1334.236 eV, in H: 1334.236 eV
2s level in F: -102.554 eV, in H: 102.554 eV
2p level in F: -62.119 eV, in H: 62.119 eV
3s level in F: -6.8842 eV
lowest level of H: -6.8842 eV
core weight of lowest solution of H: 2.6e-30
virtual levels below reversed 2p level: 11
upward shift of F where 3s and 2p cross in H: 34.502 eV
core weight of lowest solution at 0.99 of it: 0.000
core weight of lowest solution at 1.01 of it: 1.000
rms radius of 2p: 0.409 angstrom
rms radius of 3s: 1.861 angstrom
CASE 2: core frozen from Mg2+
3s level from H: -6.8671 eV
core weight of 3s: 5.3e-30
rms radius of 3s: 1.865 angstrom
norm of (F - eps)v, equal to norm of PFv: 0.08525 eV
Frobenius norm of QF minus its transpose: 1.5238 eV
valence energy from H: -21.30258 eV
valence energy by direct minimization: -21.30258 eV
E(Mg) - E(Mg2+), relaxed core: -21.32728 eV
frozen-core error: 0.02470 eV
valence energy without projector: -2515.57 eV
core weight without projector: 0.9995
level-shift form, core weight of 3s: 3.262e-07
first-order estimate of that weight: 3.262e-07
level-shift form, 3s level minus that of H: -4.85e-05 eV
truncated basis: 6 most diffuse s primitives
truncated basis, lowest level of H: -6.2023 eV
truncated basis, core weight: 1.065e-03
every check passed
```
